Reading a phonon scattering law from the long-path conductivity tail

**Problem**

A crystal conducts heat by three branches of acoustic phonons. Each branch is isotropic and has the same constant speed v, so that ω = vk, where ω is the angular frequency and k the wavevector magnitude. Each mode has the classical heat capacity k_B. The scattering time τ and the free path Λ = vτ depend on frequency alone. The path falls steadily as ω rises, and it grows without bound as ω → 0. The conductivity κ is finite.

Let D(Λ) be the fraction of κ carried by phonons whose free paths are longer than Λ. It is the deficit of the accumulation function, that is, one minus the fraction carried by paths up to Λ. Above some path the deficit follows

D(Λ) = c Λ^(−p), p > 0.

(a) Which frequency dependence of the scattering rate 1/τ does this imply?

(b) Take κ = 140 W/(m K), v = 6400 m/s, D = 0.40 at 1 µm and D = 0.10 at 16 µm, with a power law between and beyond these paths. Find the scattering rate as a function of frequency, and the deficit expected at 4 µm.

(c) How far towards short paths can the result be continued, and what would a finite wafer do to it?

**First estimate by scaling**

Phonons with paths longer than Λ are those with frequencies below some ω, because the path falls with frequency. Their number per unit volume is the volume of a sphere in k-space, divided by (2π)³ and multiplied by three branches:

N = 3 · (4πk³/3)/(2π)³ = k³/(2π²) = ω³/(2π²v³).

In kinetic theory a mode contributes k_B v²τ/3 = k_B vΛ/3 to the conductivity, the factor 1/3 being the average of the squared direction cosine. Suppose, as a rough estimate, that every mode in the tail has the path Λ at its edge. Then

κD ≈ N k_B vΛ/3 = k_B ω³Λ/(6π²v²).

Hence ω³ ∝ D/Λ ∝ Λ^(−(1+p)), or Λ ∝ ω^(−3/(1+p)). Since 1/τ = v/Λ, the estimate gives a rate proportional to ω^n with n = 3/(1 + p).

The estimate has replaced a range of paths by a single one. Whether this spoils the exponent, the prefactor or both has to be settled by the full sum over modes.

**Exact solution within the model**

*The tail as an integral.* Differentiating N gives the density of modes in frequency, 3ω²/(2π²v³). Multiplying by k_B vΛ/3 and integrating gives

κ = b ∫ ω²Λ(ω) dω, b = k_B/(2π²v²).

The part of this integral from zero to ω belongs to paths longer than Λ(ω):

κD(Λ(ω)) = b ∫₀^ω ω'²Λ(ω') dω'.

*From conductivity to a count of modes.* When ω rises by dω, the path at the edge shrinks and the deficit grows by dD, with

κ dD = b ω²Λ dω.

Dividing by Λ removes the weight that each mode carries in the conductivity:

b ω² dω = κ dD/Λ.

Now integrate from zero frequency to ω. The left side gives bω³/3. On the right, the path runs from infinity down to Λ. With x as the path variable and the limits put in rising order, the increment dD becomes −D'(x) dx, which is positive because D falls with x:

bω³/3 = κ ∫_Λ^∞ [−D'(x)]/x dx.

Integration by parts, with 1/x as one factor and −D as the integral of the other, gives

∫_Λ^∞ [−D'(x)]/x dx = [−D(x)/x]_Λ^∞ − ∫_Λ^∞ D(x)/x² dx.

The boundary term vanishes at infinity and equals +D(Λ)/Λ at the lower end. Therefore

k_B ω³/(6π²v²) = κ [ D(Λ)/Λ − ∫_Λ^∞ D(x)/x² dx ].

No form of the scattering rate has been assumed. Given D at all paths above Λ, this relation returns the frequency that belongs to Λ.

*Inserting the power law.* For D = c x^(−p),

∫_Λ^∞ c x^(−p−2) dx = c Λ^(−p−1)/(1+p) = D(Λ)/[(1+p)Λ].

The bracket is then (D/Λ)[1 − 1/(1+p)] = (D/Λ) p/(1+p), and

ω³ = (6π²v²κ/k_B) · [p/(1+p)] · D(Λ)/Λ.

Because D/Λ = cΛ^(−(1+p)), the path varies as ω^(−3/(1+p)). The answer to (a) is

1/τ = A ω^n, n = 3/(1+p).

Since p is positive, n lies between 0 and 3. The law holds at the frequencies whose paths lie in the power-law range of D, and it says nothing about higher frequencies.

If D approaches cΛ^(−p) only at long paths, the result holds as a limit. Let D differ from the power law by a fraction of at most ε beyond Λ. Each of the two terms in the bracket then changes by at most that fraction of itself. Their difference keeps the leading value p/(1+p), which is not zero, so the relative error of ω³ vanishes with ε. It is at most ε(2+p)/p, which is 5ε for p = 0.5 and grows as p → 0.

*Check in the forward direction.* Start instead from Λ = v/(Aω^n). The tail is

κD = (bv/A) ∫₀^ω ω'^(2−n) dω' = (bv/A) ω^(3−n)/(3−n), n < 3.

With ω ∝ Λ^(−1/n), this gives D ∝ Λ^(−(3−n)/n), so p = 3/n − 1, which is the same relation solved for p. At n = 3 the integrand is 1/ω', and every decade of frequency towards zero adds the same conductivity. The total diverges, and no deficit can be defined. For n = 2.5 the gain from a decade falls by 10^(−0.5) with each further decade, hence by a factor 0.0316 over three decades.

A direct sum over a cubic lattice of wavevectors, with 160 points along each positive axis, tests the forward relation without the integral. For Λ ∝ k^(−2) the deficits at two paths give p = 0.503 and hence n = 1.996, against the true value 2. The remainder is mesh error near k = 0 and halves when the mesh is doubled: 80 points give 1.992 and 320 points give 1.998.

**Numbers for the example**

The two readings give

p = ln(0.40/0.10)/ln(16/1) = ln 4/ln 16 = 0.50,

n = 3/1.5 = 2.0.

At Λ = 1 µm, the factor p/(1+p) is 1/3, and

ω³ = 6π² (6400 m/s)² (140 W/(m K))/(1.381×10⁻²³ J/K) · (1/3) · 0.40/(10⁻⁶ m) = 3.28×10³⁹ (rad/s)³.

The cube root is ω = 1.486×10¹³ rad/s, a frequency of 2.37 THz. The rate there is v/Λ = 6.4×10⁹ s⁻¹, so

A = 6.4×10⁹ s⁻¹/(1.486×10¹³ rad/s)² = 2.90×10⁻¹⁷ s.

This answers the first part of (b): 1/τ = Aω² with this A. At 1 THz the path is 1 µm × 2.365² = 5.6 µm, inside the range spanned by the readings. At 4 µm the deficit should be 0.40/√4 = 0.20. Two readings always fit some power law, so a third reading such as this one is needed to test the assumed form. It must be precise: the boundary of the wafer treated below moves the deficit at 4 µm only about 4% above the power law through the other two readings.

The exponent responds only moderately to a relative error in one reading. From n = 3/(1+p),

dn/dp = −3/(1+p)² = −n²/3,

which is −1.33 here. If the deficit at 16 µm is 10% lower, with the other reading held fixed, p rises and n becomes 1.95. If it is 10% higher, n becomes 2.05. Errors of 10% in opposite directions in the two readings give 1.91 or 2.10. A common additive error matters more, because it is large relative to the smaller deficit: adding 0.05 to both deficits gives n = 2.15, and subtracting 0.05 gives 1.76.

**Comparison of the estimate with the exact solution**

The scaling estimate has the right exponent. In a power-law tail the distribution of paths keeps its shape when measured in units of the edge path Λ, so replacing it by one path changes only a constant factor. The exact ω³ contains p/(1+p), which the estimate replaces by 1. The estimated frequency is therefore too high by

ω_est/ω = [(1+p)/p]^(1/3) = 3^(1/3) = 1.44

in the example, or 3.4 THz instead of 2.37 THz. The estimated prefactor v/(Λω_est²) is too low by 3^(−2/3) = 0.48, or 1.4×10⁻¹⁷ s instead of 2.90×10⁻¹⁷ s.

The same factor has a direct meaning. The average path of the tail modes, each counted once, is the tail conductivity divided by N k_B v/3, which equals Λ(1+p)/p. For p = 0.5 it is 3Λ. Modes in the tail above 1 µm thus have an average path of 3 µm, and fewer of them are needed to carry the given heat than the estimate supposes.

Two limits show when the estimate is good. For large p the deficit falls steeply, most of the tail modes have paths close to Λ, and the factor tends to 1. The exponent n then tends to zero: a steep cut in the path spectrum means that the path hardly depends on frequency. For p → 0 the exponent tends to 3 and the factor grows without bound, because very long paths dominate the tail. The estimate of the prefactor then fails, although the exponent remains right.

A different shortcut does spoil the exponent. The number of modes with paths above Λ varies as ω³, hence as Λ^(−3/n). Equating this exponent to p would give n = 3/p = 6 in the example. Such a rate would make the conductivity diverge, in conflict with the premise. The deficit measures conductivity, which weights each mode by its path, and the extra factor Λ changes the decay exponent from 3/n to 3/n − 1.

**Where the inference ends**

*Short paths.* If the law D = 0.40 (Λ/1 µm)^(−1/2) is continued downwards, D reaches 1 at Λ = 1 µm × 0.40² = 160 nm, where the inferred frequency is 5.9 THz. The whole conductivity is then used up. The acoustic branches, however, extend further. Take a face-centred cubic lattice with a cube edge a of about 0.54 nm, which holds four primitive cells per cube. Each acoustic branch has one mode per primitive cell, so the radius k_D of its Debye sphere obeys k_D³/(6π²) = 4/a³, and the cutoff vk_D/(2π) is about 12 THz. With a quadratic rate the integrand ω²Λ is constant, so the conductivity grows in proportion to the cutoff frequency. Continuing that rate from 5.9 THz to the Debye cutoff would therefore give about twice the stated total. Within the model, the law must therefore break down below 5.9 THz, and the modes above the break must carry less than it predicts. This frequency is only an upper bound. If the path is continuous and the rate rises as ω⁴ from the break up to the Debye cutoff, the total of 140 W/(m K) puts the break at 3.5 THz, a path of 0.46 µm. A rate rising as ω³ would put it at 2.2 THz, a path of 1.1 µm, inside the assumed power-law range, and is therefore excluded. The factor of two rests on the constant speed. With a sine-shaped dispersion and the same A, the falling group velocity multiplies the total by 2 ln 2 − π²/12 = 0.564, giving about 155 W/(m K). In a real crystal the overshoot alone therefore does not show that the rate departs from Aω².

Near such a break, the local slope of D should not be turned into a local scattering exponent. Take 1/Λ = ω² + ω³ in dimensionless units. At a path of 10⁶ the slope of D gives n = 2.0006, close to the low-frequency exponent 2. Between paths of 0.3 and 0.6 it gives 2.34, whereas the local exponent 2 + ω/(1+ω) of the rate lies between about 2.48 and 2.55. The deficit sums over all lower frequencies, where the exponent is nearer to 2. The bracket relation derived above, which uses the whole tail, remains valid there.

*A finite wafer.* Let boundaries add a rate v/L, with L = 500 µm, while A and n = 2 are held fixed. This is a simple model of boundary scattering. The path becomes

1/Λ = Aω²/v + 1/L,

and it no longer grows beyond L, contrary to the premise. With ω_L = √(v/(AL)), the tail integral is

∫₀^ω ω'²/(Aω'²/v + 1/L) dω' = (v/A)[ω − ω_L arctan(ω/ω_L)].

At the edge path Λ the frequency obeys ω²/ω_L² = L/Λ − 1. Without the boundary, the bracket would be √(v/(AΛ)) = ω_L√(L/Λ). The tail is therefore multiplied by

F = √(1 − Λ/L) − √(Λ/L) arctan√(L/Λ − 1).

This gives F = 0.931 at 1 µm and F = 0.735 at 16 µm. The longer paths lose more, so the deficit seems to decay faster:

p = ln(4 × 0.931/0.735)/ln 16 = 0.585, n = 3/1.585 = 1.89.

The wafer is thirty times thicker than the longest path used, yet it shifts the exponent by 0.11, because the tail above 16 µm includes modes with much longer paths. The size of the shift depends on how the boundary is modelled. For heat flowing along the wafer with diffuse faces, Fuchs–Sondheimer suppression gives a shift of about 0.07. The overall conductivity also changes, but it cancels in the ratio of the two deficits.

**The example and silicon**

The conductivity, speed and lattice constant are rough typical values for silicon at 300 K. The deficits are round choices, not measurements, so the result n = 2 is not evidence about silicon. Real silicon departs from the model in several ways, whose effects on the two-point inference can be sized with the inferred rate held fixed. The quantum heat capacity is 0.988 of the classical value at 2.37 THz, and including it changes the apparent n to 2.002. A sine-shaped dispersion curve gives 2.014. This curve peaks at 7.4 THz, whereas the transverse branches of silicon flatten at roughly 3.4 to 4.5 THz, and the result depends on how these values are built in. Sine curves with these peaks for two transverse branches at 5800 m/s, together with a longitudinal branch at 8400 m/s peaking at 12 THz, give 2.044 and 2.026. Giving all three branches these peaks at 6400 m/s yields 2.068 and 2.039. Point-defect scattering proportional to ω⁴, with a rough relative mass variance of 2×10⁻⁴, gives 2.003. The sine curve peaking at 7.4 THz, the defects and the heat capacity, together with the 500 µm boundary, give 1.91. With these simple forms the boundary is the largest of the four, but for in-plane flow its shift of about 0.07 is comparable with the dispersion shifts of 0.03 to 0.07 found for lower transverse peaks, so this ranking is not established for real silicon.

Unequal branch speeds do not change n if all branches share the rate Aω^n. Each branch then has a tail with the same decay exponent, and so has their sum. For rough speeds of 8400, 5800 and 5800 m/s, the conductivity above 1 µm is 0.991 of the equal-speed value. Not sized here are crystal anisotropy, optical phonons, the special role of collisions that conserve crystal momentum, different rate laws in different branches, and errors in reconstructing the accumulation function from measured data. The numerical output gives the remaining digits.

Calculated quantities

```
LATTICE SUM: true n, p, mode-count exponent, inferred n
  1.0  2.000  3.000  1.000
  1.5  1.000  2.000  1.500
  2.0  0.503  1.500  1.996
MIXED RATE w^2 + w^3 (dimensionless)
  inferred n at path 1e6: 2.0006
  inferred n at path 0.3: 2.339
CONDUCTIVITY GAIN, fifth decade / second decade of cutoff
  n = 3: 1.000;  n = 2.5: 0.0316
EXAMPLE INPUTS (rough silicon regime)
  temperature: 300 K
  conductivity: 140 W/(m K)
  sound speed: 6400 m/s
  lattice constant: 0.543 nm
  deficit at 1 um: 0.40
  deficit at 16 um: 0.10
EXAMPLE RESULTS
  decay exponent p: 0.5000
  scattering exponent n: 2.0000
  wrong exponent 3/p: 6.000
  omega^3 at 1 um: 3.2794e+39 (rad/s)^3
  omega at 1 um: 1.4857e+13 rad/s
  frequency at 1 um: 2.365 THz
  scattering rate at 1 um: 6.400e+09 1/s
  prefactor A: 2.899e-17 s
  path at 1 THz: 5.59 um
  deficit predicted at 4 um: 0.200
  tail conductivity above 1 um: 56.00 W/(m K)
  tail conductivity above 16 um: 14.00 W/(m K)
  slope dn/dp: -1.3333
LAW CONTINUED TO SHORT PATHS
  deficit reaches 1 at path: 160.0 nm
  frequency there: 5.91 THz
  Debye cutoff: 11.61 THz
  conductivity to cutoff: 274.9 W/(m K)
NEGLECTED EFFECTS: apparent n
  quantum heat capacity: 2.0018
  sine dispersion: 2.0142
  point defects, variance 2e-04: 2.0034
  boundary, 500 um wafer: 1.8926
  all four together: 1.9106
  branch speeds: 8400, 5800, 5800 m/s
  unequal branch speeds: 2.0000
  their tail above 1 um / equal-speed tail: 0.9913
  deficit at 16 um 10% lower: 1.951
  deficit at 16 um 10% higher: 2.047
  quantum/classical heat capacity at 1 um: 0.9882
```
